# Complex bands and the phase sweep in a two-wave gap

## A number to explain

An electron moves in a cosine potential whose first gap, in the two-wave approximation, runs from 0.150 to 0.210 hartree. Inside the gap its wave decays, fastest at the rate 0.0500 bohr$^{-1}$. That fastest decay occurs at 0.17875 hartree, which is 0.00125 hartree below the middle of the gap. Between the two edges, the standing wave under the decaying envelope also shifts its phase by 90 degrees. What fixes the maximum, why does it miss midgap, and why is the shift a quarter turn?

## The model

Take one dimension, with

$$V(z)=2V_G\cos Gz=V_G\left(e^{iGz}+e^{-iGz}\right).$$

Energies are measured from the mean potential. The coefficient $V_G$ is real and nonzero, of either sign; for a single cosine, a choice of origin makes this possible. Write

$$t=\frac{\hbar^2}{2m},\qquad \varepsilon=\frac{tG^2}{4},$$

so that $\varepsilon$ is the free-electron energy at the zone boundary $k=G/2$. Near this boundary the plane waves $k$ and $k-G$ have nearly equal energies and mix strongly. With $k=G/2+\kappa$, keep these two alone:

$$\psi=a\,e^{i(\kappa+G/2)z}+b\,e^{i(\kappa-G/2)z}.$$

The potential turns each wave into the other with coefficient $V_G$. It also produces waves with $\kappa\pm3G/2$, which are dropped for now. Since $t(\kappa\pm G/2)^2=\varepsilon+t\kappa^2\pm tG\kappa$, equating coefficients in the Schrödinger equation gives

$$(\varepsilon+t\kappa^2+tG\kappa-E)\,a+V_G\,b=0,$$
$$V_G\,a+(\varepsilon+t\kappa^2-tG\kappa-E)\,b=0.$$

A nonzero solution needs a vanishing determinant:

$$(E-\varepsilon-t\kappa^2)^2=V_G^2+(tG\kappa)^2.\tag{1}$$

For real $\kappa$ this gives two bands,

$$E=\varepsilon+t\kappa^2\pm\sqrt{V_G^2+(tG\kappa)^2},$$

with energies $\varepsilon\pm|V_G|$ at $\kappa=0$.

## First pass: an ellipse

Close to the boundary, drop $t\kappa^2$. Equation (1) becomes

$$(E-\varepsilon)^2=V_G^2+(tG\kappa)^2.$$

If $|E-\varepsilon|<|V_G|$, then $\kappa^2$ is negative. Put $\kappa=iq$ with real $q$:

$$(E-\varepsilon)^2+(tGq)^2=V_G^2.$$

This is an ellipse in the $(E,q)$ plane. The factor $e^{i\kappa z}=e^{-qz}$ decays towards $+z$ for $q>0$ and grows for $q<0$. Neither wave stays bounded in an infinite crystal, but beside a surface the decaying one is admissible.

The real part of $k$ stays at $G/2$. In the complex $k$ plane, the branch $q\ge0$ therefore goes out along a line segment and returns along it. The loop appears when $q$ is plotted against energy with both signs included.

The largest decay rate on the ellipse is

$$q_{\max}=\frac{|V_G|}{tG}=\frac{2m|V_G|}{\hbar^2G},$$

located at midgap. As $V_G\to0$ the loop shrinks to a point, as it must for a free electron.

How good was the omission? At $q_{\max}$ the dropped term has size

$$tq_{\max}^2=\frac{V_G^2}{tG^2}=\frac{V_G^2}{4\varepsilon}.$$

Relative to $|V_G|$ this is $|V_G|/(4\varepsilon)$, which is small for a weak potential. The dropped term itself, $V_G^2/(4\varepsilon)$, is the size of the displacement to be explained.

## Second pass: the complete two-wave loop

Restore $t\kappa^2=-tq^2$. Equation (1) now reads

$$(E-\varepsilon+tq^2)^2+(tGq)^2=V_G^2.\tag{2}$$

Both squares are nonnegative for real $E$ and $q$, so $tG|q|\le|V_G|$. The value of $q_{\max}$ is therefore unchanged. It is reached when the first square vanishes:

$$E=\varepsilon-tq_{\max}^2=\varepsilon-\frac{V_G^2}{4\varepsilon}.$$

The displacement is the negative contribution $-tq^2$ that an evanescent envelope makes to the diagonal energies.

At $\kappa=iq_{\max}$ the square root in the band formula vanishes. Its radicand has derivative $2t^2G^2\kappa\ne0$ there, so this is a square-root branch point: a small circuit around it in complex $\kappa$ exchanges the two bands.

### Decay rate at a given energy

Let $x=tq^2$. Since $(tGq)^2=tG^2x=4\varepsilon x$, expanding (2) gives

$$x^2+2(E-\varepsilon)x+4\varepsilon x+(E-\varepsilon)^2-V_G^2=0,$$

or, after collecting the terms linear in $x$,

$$x^2+2(E+\varepsilon)x+(E-\varepsilon)^2-V_G^2=0.$$

The discriminant simplifies because $(E+\varepsilon)^2-(E-\varepsilon)^2=4\varepsilon E$. Hence

$$x=-(E+\varepsilon)\pm S,\qquad S=\sqrt{4\varepsilon E+V_G^2}.$$

Inside the gap the product of the roots, $(E-\varepsilon)^2-V_G^2$, is negative. One root is positive and gives the decay rate:

$$tq^2=S-\varepsilon-E.\tag{3}$$

The other root gives real $\kappa$, with $|\kappa|\approx G$ for a weak potential. It is an artefact of the truncation: the full Schrödinger equation is of second order and has two independent solutions at each energy, and in the gap these are the growing and the decaying wave.

### When the loop joins the edges

Introduce an angle $\theta$ between 0 and $\pi$ on the half of the loop with $q\ge0$:

$$tGq=|V_G|\sin\theta,\qquad E-\varepsilon+tq^2=|V_G|\cos\theta.$$

Equation (3) turns the second relation into

$$\cos\theta=\frac{S-2\varepsilon}{|V_G|}.\tag{4}$$

At the edges $E=\varepsilon\pm|V_G|$,

$$S^2=4\varepsilon^2\pm4\varepsilon|V_G|+V_G^2=(2\varepsilon\pm|V_G|)^2.$$

If $|V_G|<2\varepsilon$, then $S$ rises from $2\varepsilon-|V_G|$ to $2\varepsilon+|V_G|$. Thus $\cos\theta$ rises steadily from $-1$ to $1$, and $\theta$ falls from $\pi$ to 0.

The condition has a direct meaning in the real bands. For small real $\kappa$,

$$\sqrt{V_G^2+(tG\kappa)^2}\approx|V_G|+\frac{t^2G^2\kappa^2}{2|V_G|}=|V_G|+\frac{2\varepsilon}{|V_G|}\,t\kappa^2,$$

so the lower band is

$$E\approx\varepsilon-|V_G|+t\kappa^2\left(1-\frac{2\varepsilon}{|V_G|}\right).$$

It has a maximum at the zone boundary when $|V_G|<2\varepsilon$. For a larger $|V_G|$ it has a minimum there, and the simple loop between the edges is lost. From here on $|V_G|<2\varepsilon$. This secures the shape of the loop within the model; the accuracy of the model needs the stronger condition $|V_G|\ll\varepsilon$.

## The phase under the envelope

For $\kappa=iq$, the first two-wave equation gives

$$\frac ba=\frac{E-\varepsilon+tq^2-itGq}{V_G}
=\frac{|V_G|}{V_G}\,e^{-i\theta}.$$

The two amplitudes have equal magnitude. Choose the common factor so that $a=e^{i\delta}/2$ and $b=e^{-i\delta}/2$. Then

$$\psi=e^{-qz}\cos\left(\frac{Gz}{2}+\delta\right),\qquad e^{-2i\delta}=\frac{|V_G|}{V_G}e^{-i\theta}.$$

This wave is real and carries no current. Adding $\pi$ to $\delta$ merely reverses its sign, so a convenient continuous choice is

$$\delta=\frac{\theta}{2}\quad(V_G>0),\qquad
\delta=\frac{\theta-\pi}{2}\quad(V_G<0).\tag{5}$$

From the lower to the upper edge $\theta$ falls by $\pi$. The relative phase of the two plane waves therefore changes by $\pi$, while $\delta$ falls by $\pi/2$. The factor of two arises because $\delta$ enters the two amplitudes with opposite signs.

The edges provide a check. For $V_G>0$ the upper state is $\cos(Gz/2)$, whose density peaks at $z=0$, where the potential is highest. The lower state is a sine and avoids that point. For $V_G<0$ the order is reversed: $\delta$ runs from 0, a cosine in the potential well, to $-\pi/2$, a sine.

For decay towards $-z$, replace $q$ by $-q$. The ratio $b/a$ becomes its complex conjugate, $\delta$ changes sign, and the sweep runs the other way. A shift of origin by $z_0$ adds $Gz_0/2$ to $\delta$ at every energy and leaves the sweep unchanged.

## Numbers for one loop

In atomic units $t=1/2$. Choose model parameters $G=1.2$ bohr$^{-1}$ and $V_G=-0.03$ hartree. Then

$$\varepsilon=\frac{1.2^2}{8}=0.18\ \text{hartree},\qquad
q_{\max}=\frac{2(0.03)}{1.2}=0.0500\ \text{bohr}^{-1}.$$

The gap is 0.060 hartree, or 1.63 eV. The shortest amplitude decay length is $1/q_{\max}=20.0$ bohr, or 1.06 nm; the density decays over half that length. One period is 5.236 bohr, so the envelope falls at most to $e^{-0.05\times5.236}=0.770$ of its value per period. The maximum is displaced from midgap by

$$-\frac{0.03^2}{4(0.18)}=-0.00125\ \text{hartree}.$$

| $E$ (hartree) | $q$ (bohr$^{-1}$) | $\delta$ (degrees) |
|---|---|---|
| 0.1500 | 0 | 0 |
| 0.1575 | 0.03414 | −21.5 |
| 0.1800 | 0.04996 | −46.2 |
| 0.2025 | 0.03207 | −70.0 |
| 0.2100 | 0 | −90.0 |

The second row can be followed by hand. Its decay rate gives $tq^2=0.03414^2/2=0.000583$ hartree, so

$$\cos\theta=\frac{-0.0225+0.000583}{0.03}=-0.731.$$

Hence $\theta=136.9^\circ$ and $\delta=(136.9^\circ-180^\circ)/2=-21.5^\circ$. Returning to the definition of $\theta$, $q=q_{\max}\sin\theta=0.0341$ bohr$^{-1}$, as required.

The ellipse would give equal decay rates in the second and fourth rows. The term $tq^2$ makes them differ, by moving the loop's maximum downward. It also explains why $\delta$ is $-46.2^\circ$ at midgap: the value $-45^\circ$ belongs to $\theta=\pi/2$, the point of fastest decay.

## Third pass: restoring the next waves

The full cosine couples $a$ to a wave of amplitude $c$ at $\kappa+3G/2$. Neglecting waves still farther away,

$$\left[t(\kappa+3G/2)^2-E\right]c+V_Ga=0.$$

With $\kappa=iq$, the kinetic term is $9\varepsilon-tq^2+3itGq$. Solving for $c$ and inserting $V_Gc$ into the first two-wave equation adds to its diagonal element

$$\Delta=-\frac{V_G^2}{9\varepsilon-tq^2-E+3itGq}.$$

On the two-wave loop, $E+tq^2=\varepsilon+|V_G|\cos\theta$. The real part of the denominator is therefore $8\varepsilon-|V_G|\cos\theta$. Expanding in $|V_G|/\varepsilon$,

$$\Delta\approx-\frac{V_G^2}{8\varepsilon}
-\frac{|V_G|^3\cos\theta}{64\varepsilon^2}
+\frac{3iV_G^2}{64\varepsilon^2}\,tGq.$$

The wave at $\kappa-3G/2$ adds the complex conjugate to the other diagonal element. The three terms have separate effects.

- The first moves the whole loop down by $V_G^2/(8\varepsilon)$.
- The second lowers the upper edge and raises the lower one by equal amounts, leaving the gap centre alone. It vanishes at the leading-order position of the maximum, $\theta=\pi/2$.
- The third replaces $tGq$ by $tGq[1+3V_G^2/(64\varepsilon^2)]$. This combination now has the upper limit $|V_G|$, so

$$q_{\max}\approx\frac{|V_G|}{tG}\left(1-\frac{3V_G^2}{64\varepsilon^2}\right).$$

To leading order, then, the maximum remains $V_G^2/(4\varepsilon)$ below the true gap centre. The comparison must use that centre, because the loop itself has moved by a comparable amount.

In the example, integrating the Schrödinger equation for the full cosine over one period gives $q_{\max}=0.04994$ bohr$^{-1}$. This is 0.9987 of the two-wave value, in agreement with the estimate. The gap centre lies 0.000625 hartree below $\varepsilon$, and the maximum lies 0.001246 hartree below that centre.

The full wave contains more than two plane waves, so its phase needs a definition: take $\psi$ real, and let $\delta$ be the phase of the coefficient of $e^{iGz/2}$ in $e^{qz}\psi$. For two waves this is the earlier $\delta$. It falls by $89.885^\circ$ for either sign of $V_G$ between points placed $10^{-6}$ of the gap inside each edge. The missing $0.115^\circ$ comes from these end points. Near an edge, the ellipse gives $1-|\cos\theta|\approx2\times10^{-6}$, so $\theta$ is about $0.002$ rad from its limit and $\delta$ about $0.001$ rad from its own. The two ends together account for $0.002$ rad, or $0.115^\circ$.

## Fourth pass: the phase at a surface

Let the crystal fill $z>0$, and let the potential be a constant $U$, above the gap, for $z<0$. A shift of origin by half a period reverses the sign of $V_G$, so the sign now records where the crystal is cut: at a maximum of the potential for $V_G>0$, at a minimum for $V_G<0$. The results below hold for these two terminations. A bound state outside has the form $e^{\eta z}$ with $\eta=\sqrt{(U-E)/t}$. Continuity of $\psi$ and $\psi'$ at $z=0$ requires

$$L\equiv-q-\frac G2\tan\delta=\eta.\tag{6}$$

For $V_G>0$, $\delta$ lies between 0 and $\pi/2$ inside the gap. Then $L$ is negative, $\eta$ is positive, and there is no surface state.

For $V_G<0$, put $\chi=\pi-\theta$, so that $\delta=-\chi/2$ and $\chi$ rises from 0 to $\pi$ with energy. Equation (6) contains

$$L=-q_{\max}\sin\chi+\frac G2\tan\frac\chi2,$$
$$\frac{dL}{d\chi}=-q_{\max}\cos\chi+\frac{G}{4\cos^2(\chi/2)}\ge\frac G4-q_{\max}.$$

Because $q_{\max}/(G/4)=4|V_G|/(tG^2)=|V_G|/\varepsilon$, the derivative is positive when $|V_G|<\varepsilon$. Then $L$ rises from 0 without limit, while $\eta$ is positive, finite and falling. They cross once: this two-wave surface has one bound state in the gap. The quarter-turn of the phase carries $L$ through every positive value.

For $U=0.40$ hartree, the crossing is at $E=0.1837$ hartree, with $q=0.0493$ bohr$^{-1}$ and $\delta=-49.68^\circ$. The two sides agree:

$$-0.0493+0.6\tan(49.68^\circ)=0.658\ \text{bohr}^{-1},$$
$$\sqrt{2(0.40-0.1837)}=0.658\ \text{bohr}^{-1}.$$

The full cosine with the same step gives 0.1818 hartree. The two-wave energy is too high by 0.0018 hartree, about 3% of the gap. Halving $V_G$ reduces this error by a factor of 3.97, as expected for an error of second order in $V_G$. The downward shift of the loop accounts for about a third of it; the remainder is not resolved here into separate causes.

A finite-difference calculation for a long crystal, which does not use complex $k$, also finds one gap state for $V_G<0$ and none for $V_G>0$. Its state lies at 0.1818 hartree and decays at 0.0496 bohr$^{-1}$. The numerical check covers these comparisons as well as the two-wave formulas.

## Values computed for the example and the checks

```
G = 1.2000 bohr^-1
period 2 pi/G = 5.23599 bohr
V_G = -0.0300 hartree
outside potential U = 0.4000 hartree
eps = 0.180000 hartree
|V_G|/eps = 0.16667
two-wave lower edge = 0.150000 hartree
two-wave upper edge = 0.210000 hartree
two-wave gap = 0.060000 hartree = 1.6327 eV
two-wave q_max = 0.050000 bohr^-1 = 0.9449 nm^-1
amplitude decay length 1/q_max = 20.0000 bohr = 1.0584 nm
density decay length 1/(2 q_max) = 10.0000 bohr
amplitude factor per period at q_max = 0.76967
energy of maximum = 0.178750 hartree
offset of maximum from midgap = -0.001250 hartree
two-wave table: (E-eps)/|V_G|, E (hartree), q (bohr^-1), delta (degree)
   -1.00  0.15000  0.000000    -0.000
   -0.75  0.15750  0.034142   -21.533
   -0.50  0.16500  0.044201   -31.066
   -0.25  0.17250  0.048883   -38.934
    0.00  0.18000  0.049957   -46.192
    0.25  0.18750  0.047878   -53.375
    0.50  0.19500  0.042401   -61.002
    0.75  0.20250  0.032074   -70.049
    1.00  0.21000  0.000000   -90.000
full crystal lower edge = 0.149388 hartree
full crystal upper edge = 0.209362 hartree
full crystal gap centre minus eps = -0.000625 hartree
estimate -V_G^2/(8 eps) = -0.000625 hartree
full crystal q_max = 0.049935 bohr^-1
full q_max / two-wave q_max = 0.998705
estimate 1 - 3 V_G^2/(64 eps^2) = 0.998698
full crystal offset of maximum from gap centre = -0.001246 hartree
full crystal phase sweep, V_G < 0 = 89.885 degree
full crystal phase sweep, V_G > 0 = 89.885 degree
  (sweeps taken between points 1e-6 of the gap inside each edge)
surface state, two-wave = 0.183667 hartree = 4.9978 eV
surface state, full crystal = 0.181828 hartree = 4.9478 eV
surface state, finite differences = 0.181823 hartree
surface state q, two-wave = 0.049333 bohr^-1
surface state q, finite differences = 0.049564 bohr^-1
surface state delta, two-wave = -49.684 degree
outside decay rate, two-wave = 0.657774 bohr^-1
surface energy error ratio on halving V_G = 3.972
number of gap states for V_G < 0 = 1
number of gap states for V_G > 0 = 0
```
